# Kramers-Heisenberg scattering: two multipolar diagrams equal three minimal-coupling diagrams

A neutral molecule with $N$ electrons of charge $-e$ and mass $m$ has clamped nuclei and sits at the fixed point $\mathbf R$. Its Hamiltonian is

$$H=\sum_{j=1}^{N}\frac{\mathbf p_j^2}{2m}+V(\mathbf q_1,\dots,\mathbf q_N),$$

where $V$ is local: it is a function of the electron positions and commutes with them. The eigenstates are $|r\rangle$ with energies $E_r$, and $E_{rs}=E_r-E_s$. The total electron momentum is $\mathbf P=\sum_j\mathbf p_j$, the sum of the positions is $\mathbf Q=\sum_j\mathbf q_j$, and the dipole operator is $\boldsymbol\mu=-e\mathbf Q+\boldsymbol\mu_{\rm nuc}$, in which the nuclear part is a constant vector. Matrix elements are written $\mu_a^{rs}=\langle r|\mu_a|s\rangle$.

The molecule goes from $|i\rangle$ to $|f\rangle$ while one photon is removed from a mode with wave vector $\mathbf k$, frequency $\omega$ and polarization $\mathbf u$, which holds $n$ photons, and one photon is created in a different, initially empty mode $(\mathbf k',\omega',\mathbf u')$. The quantization volume is $\mathcal V$. Both wavelengths are long compared with the molecule, so the fields are evaluated at $\mathbf R$ (electric-dipole approximation). No intermediate state is resonant, and only the lowest order that gives scattering is kept. The energy mismatch is

$$\eta=E_f+\hbar\omega'-E_i-\hbar\omega ,$$

and "on the energy shell" means $\eta=0$.

In the multipolar coupling the interaction is $H_{\rm int}=-\varepsilon_0^{-1}\boldsymbol\mu\cdot\mathbf d^\perp(\mathbf R)$, with the transverse displacement field

$$\mathbf d^\perp(\mathbf R)=i\sum_{\rm modes}\sqrt{\frac{\hbar\omega\varepsilon_0}{2\mathcal V}}\left[\mathbf u\,a\,e^{i\mathbf k\cdot\mathbf R}-\mathbf u^*a^\dagger e^{-i\mathbf k\cdot\mathbf R}\right].$$

The multipolar Hamiltonian also contains $\tfrac12\varepsilon_0^{-1}\int|\mathbf P^\perp|^2$, where $\mathbf P^\perp$ is the transverse polarization field. This term is of order $e^2$ and acts on the molecule alone. Scattering changes two photon numbers, so the term could enter only together with two $\boldsymbol\mu\cdot\mathbf d^\perp$ vertices, at order $e^4$. It is therefore absent from the amplitude at order $e^2$.

Let $\mathcal E_0,\mathcal E_I,\mathcal E_F$ be the energies of molecule plus field in the initial, intermediate and final states. One interaction changes one photon number, so two are needed, at times $t_1<t_2$:

$$c_F(t)=\left(\frac{-i}{\hbar}\right)^2\sum_I\int_0^t\!dt_2\int_0^{t_2}\!dt_1\,e^{i(\mathcal E_F-\mathcal E_I)t_2/\hbar}e^{i(\mathcal E_I-\mathcal E_0)t_1/\hbar}H_{FI}H_{I0}.$$

The inner integral is $\hbar\,[e^{i(\mathcal E_I-\mathcal E_0)t_2/\hbar}-1]/[i(\mathcal E_I-\mathcal E_0)]$. The $-1$ comes from switching on the interaction suddenly. It leaves an integrand that oscillates at the frequency $(\mathcal E_F-\mathcal E_I)/\hbar$. Near the energy shell this is close to $(\mathcal E_0-\mathcal E_I)/\hbar$, which is nonzero because no intermediate state is resonant, so the integral stays bounded and adds nothing to the scattering rate. If absorption comes first, the frequency does vanish away from the shell, at $\hbar\omega'=E_{rf}$. There the term describes emission from a state $r$ populated by the sudden switch-on, a separate line that is not the scattering considered here. The other part gives

$$c_F(t)=-\frac{i}{\hbar}M\int_0^t dt_2\,e^{i\eta t_2/\hbar},\qquad M=\sum_I\frac{H_{FI}H_{I0}}{\mathcal E_0-\mathcal E_I}.$$

There are two time orderings, hence two diagrams. If absorption comes first, the intermediate energy is $E_r+(n-1)\hbar\omega$, and the denominator is $E_i+\hbar\omega-E_r$. If emission comes first, the intermediate state holds both photons, with energy $E_r+n\hbar\omega+\hbar\omega'$, and the denominator is $E_i-\hbar\omega'-E_r$. The vertices are

$$\text{absorption: }-i\sqrt{\frac{n\hbar\omega}{2\varepsilon_0\mathcal V}}\;\mathbf u\cdot\boldsymbol\mu\,e^{i\mathbf k\cdot\mathbf R},\qquad
\text{emission: }+i\sqrt{\frac{\hbar\omega'}{2\varepsilon_0\mathcal V}}\;\mathbf u'^*\cdot\boldsymbol\mu\,e^{-i\mathbf k'\cdot\mathbf R}.$$

Since $(-i)(i)=1$, both diagrams have the same positive prefactor, and

$$M=\frac{\hbar\sqrt{n\omega\omega'}}{2\varepsilon_0\mathcal V}\,e^{i(\mathbf k-\mathbf k')\cdot\mathbf R}\,T,\qquad T=u'^*_a u_b\,T_{ab},$$

with repeated Cartesian indices summed. The index $a$ belongs to the emitted photon and $b$ to the absorbed one. Reversing the sign of each denominator gives

$$T^{\rm mult}_{ab}=-\alpha_{ab},\qquad
\alpha_{ab}=\sum_r\left[\frac{\mu_a^{fr}\mu_b^{ri}}{E_{ri}-\hbar\omega}+\frac{\mu_b^{fr}\mu_a^{ri}}{E_{ri}+\hbar\omega'}\right].$$

This is the Kramers-Heisenberg scattering tensor. The sum runs over all states, including $r=i$ and $r=f$, where permanent dipoles enter.

The cross-section follows from $|c_F|^2=|M|^2\,4\sin^2(\eta t/2\hbar)/\eta^2$. Integrated over the energy of the scattered photon, the last factor gives $2\pi t/\hbar$, so the rate is $(2\pi/\hbar)|M|^2\rho$. For one polarization, the density of photon states per unit energy in the solid angle $d\Omega$ is $\rho=\mathcal V\omega'^2d\Omega/(8\pi^3\hbar c^3)$. Thus

$$d\Gamma=\frac{2\pi}{\hbar}\,\frac{\hbar^2n\omega\omega'}{4\varepsilon_0^2\mathcal V^2}|T|^2\,\frac{\mathcal V\omega'^2d\Omega}{8\pi^3\hbar c^3}
=\frac{n\,\omega\omega'^3}{16\pi^2\varepsilon_0^2c^3\mathcal V}|T|^2d\Omega .$$

Division by the incident photon flux $nc/\mathcal V$ gives the dispersion formula

$$\frac{d\sigma}{d\Omega}=\frac{\omega\omega'^3}{16\pi^2\varepsilon_0^2c^4}\left|u'^*_a\,\alpha_{ab}\,u_b\right|^2 .$$

In minimal coupling each kinetic energy becomes $(\mathbf p_j+e\mathbf A)^2/2m$. At the fixed point $\mathbf R$ the vector potential commutes with $\mathbf p_j$, so

$$H_{\rm int}=\frac em\mathbf P\cdot\mathbf A(\mathbf R)+\frac{Ne^2}{2m}\mathbf A^2(\mathbf R),\qquad
\mathbf A(\mathbf R)=\sum_{\rm modes}\sqrt{\frac{\hbar}{2\varepsilon_0\mathcal V\omega}}\left[\mathbf u\,a\,e^{i\mathbf k\cdot\mathbf R}+\mathbf u^*a^\dagger e^{-i\mathbf k\cdot\mathbf R}\right].$$

There are now three diagrams at order $e^2$: two orderings of $\mathbf P\cdot\mathbf A$, and one in which $\mathbf A^2$ absorbs and emits at a single vertex. In $\mathbf A^2$ the product of $a$ for the incident mode and $a^\dagger$ for the scattered mode occurs twice, which cancels the $\tfrac12$. This vertex contains no electron operator, so it contributes only for $f=i$. All three diagrams carry $\hbar\sqrt n/(2\varepsilon_0\mathcal V\sqrt{\omega\omega'})$, which is the prefactor of $T$ in $M$ divided by $\omega\omega'$. Therefore

$$T^{\rm min}_{ab}=\frac1{\omega\omega'}\left\{\frac{Ne^2}{m}\delta_{ab}\delta_{fi}+\frac{e^2}{m^2}\sum_r\left[\frac{P_a^{fr}P_b^{ri}}{E_i+\hbar\omega-E_r}+\frac{P_b^{fr}P_a^{ri}}{E_i-\hbar\omega'-E_r}\right]\right\}.$$

To compare the two amplitudes, momentum must be expressed through the dipole. Because $V$ commutes with $\mathbf Q$, only the kinetic energy contributes to $[H,Q_a]=-i\hbar P_a/m$, and the constant nuclear dipole drops out of

$$[H,\mu_a]=\frac{i\hbar e}{m}P_a\quad\Longrightarrow\quad \frac em P_a^{rs}=-\frac i\hbar E_{rs}\,\mu_a^{rs}.$$

The product of two such elements contains $(-i/\hbar)^2E_{fr}E_{ri}=E_{rf}E_{ri}/\hbar^2$, since $E_{fr}=-E_{rf}$. Define $\Delta_r=E_{ri}-\hbar\omega$ and $\Delta'_r=E_{ri}+\hbar\omega'$, which are the negatives of the two denominators. Then

$$T^{\rm min}_{ab}=\frac1{\omega\omega'}\left\{\frac{Ne^2}{m}\delta_{ab}\delta_{fi}-\frac{S_{ab}}{\hbar^2}\right\},\qquad
S_{ab}=\sum_rE_{ri}E_{rf}\left[\frac{\mu_a^{fr}\mu_b^{ri}}{\Delta_r}+\frac{\mu_b^{fr}\mu_a^{ri}}{\Delta'_r}\right].$$

On the energy shell $E_{fi}=\hbar\omega-\hbar\omega'$, so $E_{rf}=E_{ri}-E_{fi}$ equals both $\Delta_r+\hbar\omega'$ and $\Delta'_r-\hbar\omega$. Hence

$$\frac{E_{ri}E_{rf}}{\Delta_r}=\frac{(\Delta_r+\hbar\omega)(\Delta_r+\hbar\omega')}{\Delta_r}=\Delta_r+\hbar(\omega+\omega')+\frac{\hbar^2\omega\omega'}{\Delta_r},$$

$$\frac{E_{ri}E_{rf}}{\Delta'_r}=\frac{(\Delta'_r-\hbar\omega')(\Delta'_r-\hbar\omega)}{\Delta'_r}=\Delta'_r-\hbar(\omega+\omega')+\frac{\hbar^2\omega\omega'}{\Delta'_r}.$$

The last terms add up to $\hbar^2\omega\omega'\alpha_{ab}$. In the middle terms, closure $\sum_r|r\rangle\langle r|=1$ gives $\hbar(\omega+\omega')\langle f|[\mu_a,\mu_b]|i\rangle$, which vanishes because the dipole components commute. The first terms leave

$$K_{ab}=\sum_r\left(\Delta_r\mu_a^{fr}\mu_b^{ri}+\Delta'_r\mu_b^{fr}\mu_a^{ri}\right)
=\langle f|\mu_a[H,\mu_b]+\mu_b[H,\mu_a]|i\rangle+\hbar(\omega'-\omega)\langle f|\mu_a\mu_b|i\rangle ,$$

where $E_{ri}\mu_b^{ri}=\langle r|[H,\mu_b]|i\rangle$ and closure were used. On shell $\hbar(\omega'-\omega)=-E_{fi}$, and

$$E_{fi}\langle f|\mu_a\mu_b|i\rangle=\langle f|[H,\mu_a\mu_b]|i\rangle=\langle f|[H,\mu_a]\mu_b+\mu_a[H,\mu_b]|i\rangle .$$

Subtraction removes the $\mu_a[H,\mu_b]$ terms and leaves a double commutator:

$$K_{ab}=\langle f|[\mu_b,[H,\mu_a]]|i\rangle=\frac{i\hbar e}{m}(-e)\langle f|[Q_b,P_a]|i\rangle=\frac{N\hbar^2e^2}{m}\delta_{ab}\delta_{fi},$$

because $[Q_b,P_a]=i\hbar N\delta_{ab}$. With $S_{ab}=\hbar^2\omega\omega'\alpha_{ab}+K_{ab}$,

$$T^{\rm min}_{ab}=\frac1{\omega\omega'}\left\{\frac{Ne^2}{m}\delta_{ab}\delta_{fi}-\omega\omega'\alpha_{ab}-\frac{Ne^2}{m}\delta_{ab}\delta_{fi}\right\}=-\alpha_{ab}=T^{\rm mult}_{ab}.$$

The $\mathbf A^2$ diagram cancels the part of the $\mathbf P\cdot\mathbf A$ diagrams that carries no energy denominator. The equality concerns the sums. Single diagrams differ between the couplings, so the share of "absorption first" is not an observable property of the molecule.

The energy shell was used twice, and both uses can be traced for $\eta\neq0$. The denominators are still measured from the initial energy. Now $E_{rf}+\eta$ takes the place of $E_{rf}$ in the factorization, so $S_{ab}$ acquires $-\eta\sum_rE_{ri}[\mu_a^{fr}\mu_b^{ri}/\Delta_r+\mu_b^{fr}\mu_a^{ri}/\Delta'_r]$. Also $\hbar(\omega'-\omega)=-E_{fi}+\eta$, which adds $+\eta\langle f|\mu_a\mu_b|i\rangle$ to $K_{ab}$. Together,

$$T^{\rm min}_{ab}-T^{\rm mult}_{ab}=\frac{\eta\,W_{ab}}{\hbar^2\omega\omega'},\qquad
W_{ab}=\sum_rE_{ri}\left[\frac{\mu_a^{fr}\mu_b^{ri}}{\Delta_r}+\frac{\mu_b^{fr}\mu_a^{ri}}{\Delta'_r}\right]-\langle f|\mu_a\mu_b|i\rangle .$$

The scattering rate samples $\eta=0$ at long times, so this difference does not affect the cross-section.

The shell condition also makes the result independent of a constant added to the dipole. Let $\boldsymbol\mu\to\boldsymbol\mu+\mathbf C$ with $f\neq i$. The constant has diagonal elements only, so the new terms have $r=f$ or $r=i$. In the absorption-first sum of $\alpha_{ab}$ they are $-C_a\mu_b^{fi}/\hbar\omega'$ and $-\mu_a^{fi}C_b/\hbar\omega$, because $E_{fi}-\hbar\omega=-\hbar\omega'$. The emission-first sum supplies the same terms with plus signs, because $E_{fi}+\hbar\omega'=\hbar\omega$. For $f=i$ and $\omega'=\omega$ the terms linear and quadratic in $\mathbf C$ cancel in the same way. The clamped nuclear dipole therefore has no effect on the scattering.

For a worked example take one electron in two dimensions, in atomic units ($\hbar=m=e=4\pi\varepsilon_0=1$), with

$$V=\tfrac12(0.3)^2x^2+\tfrac12(0.4)^2y^2+0.02\,xy(x+y)+0.005\,(x^2+y^2)^2 .$$

The first four excitation energies are 0.4100, 0.4830, 0.8818 and 0.9315 hartree. The incident photon has 0.7 hartree, between the second and third of these. The polarizations are $\mathbf u=(0.6,0.8)$ and $\mathbf u'=(1,0)$. Raman scattering from the ground state to the first excited state produces a photon of $0.7-0.4100=0.2900$ hartree. In units of $e^2a_0^2$/hartree, with absorption first and emission first in that order, the Raman amplitudes are

$$T^{\rm mult}=-1.4660+0.6838=-0.7822,\qquad T^{\rm min}=-0.7157-0.0665+0=-0.7822 .$$

The overall sign of a Raman amplitude depends on the relative phase of $|f\rangle$ and $|i\rangle$, fixed here by $\langle f|x|i\rangle>0$. The zero is the $\mathbf A^2$ diagram, which cannot change the molecular state. For elastic scattering this diagram equals $\mathbf u'\cdot\mathbf u/\omega^2=0.6/0.49=1.2245$, and

$$T^{\rm mult}=2.4491-0.7011=1.7480,\qquad T^{\rm min}=0.7474-0.2239+1.2245=1.7480 .$$

The cross-sections are $2.96\times10^{-11}\,a_0^2$/sr ($8.29\times10^{-32}$ m²/sr) for Raman and $2.08\times10^{-9}\,a_0^2$/sr ($5.83\times10^{-30}$ m²/sr) for elastic scattering. Their ratio is $(1.7480/0.7822)^2(0.7/0.2900)^3\approx4.99\times14.1\approx70$. The larger part comes from the factor $\omega'^3$.

If the scattered photon in the Raman case is given 0.05 hartree too much, the amplitudes become $-0.8541$ (multipolar) and $-0.6649$ (minimal). Their difference, 0.1892, is the value of $\eta W/\omega\omega'$. If instead 5 $ea_0$ is added to both projected dipole operators on shell, the two multipolar Raman diagrams become $-22.642$ and $21.860$, while their sum remains $-0.7822$.

Closure requires a complete set of states. In elastic scattering with real wavefunctions and polarizations, write $\mu'_r$ and $\mu_r$ for the elements between the ground state and $r$, projected on $\mathbf u'$ and $\mathbf u$. In atomic units the two orderings combine through $1/(E_{ri}-\omega)+1/(E_{ri}+\omega)=2E_{ri}/(E_{ri}^2-\omega^2)$, and the minimal numerators carry an additional $E_{ri}^2$. For any truncated set of states,

$$T^{\rm min}-T^{\rm mult}=\frac1{\omega^2}\left[N\mathbf u'\cdot\mathbf u-\sum_r\frac{2E_{ri}(E_{ri}^2-\omega^2)\mu'_r\mu_r}{E_{ri}^2-\omega^2}\right]
=\frac1{\omega^2}\left[N\mathbf u'\cdot\mathbf u-\sum_r2E_{ri}\mu'_r\mu_r\right].$$

The bracket is the oscillator strength missing from the sum. With two states it is $-0.0936$, which gives a difference of $-0.0936/0.49=-0.191$ between $T^{\rm min}=1.964$ and $T^{\rm mult}=2.155$. With three states the values are 1.777 and 1.762. The full result is 1.748, so the minimal form is closer with two states and the multipolar form with three. The bracket can be negative because the two polarizations differ.

Locality of $V$ is a real condition as well. If a projector on the ground state lowers that level by 0.1 hartree, the eigenfunctions are unchanged but $V$ no longer commutes with position. The two formulas above then give different elastic amplitudes: 2.93 from $T^{\rm mult}$ against 2.10 from $T^{\rm min}$. The failure lies in the formula for $T^{\rm min}$, which couples the field to the kinetic energy alone. For a nonlocal $V$ the minimal substitution acts on the potential too, $V\to e^{-ie\mathbf A\cdot\mathbf Q/\hbar}Ve^{ie\mathbf A\cdot\mathbf Q/\hbar}$, the same transformation that turns $\mathbf p_j$ into $\mathbf p_j+e\mathbf A$. Expanded in $\mathbf A$, the transformed $H$ has the one-photon vertex $-(i/\hbar)[H,\boldsymbol\mu]\cdot\mathbf A$ and, in place of $Ne^2\delta_{ab}\delta_{fi}/m$, the two-photon term $\langle f|[\mu_b,[H,\mu_a]]|i\rangle/\hbar^2=K_{ab}/\hbar^2$, so the algebra above restores the equality. Near a resonance, $\Delta_r\to0$ and lowest-order perturbation theory fails in both couplings. Widths inserted by hand alter the denominators but not the numerators, so the factorization above no longer establishes equality.

At low frequency, elastic scattering from a nondegenerate ground state is governed by the static polarizability, and the cross-section grows as $\omega^4$ provided $u'^*_a\alpha_{ab}(0)u_b\neq0$. In the model, polarizations crossed along the principal axes of the static tensor give $\omega^8$ instead. For the model the formula gives $\alpha_{xx}=5.868$ atomic units, in agreement with minus the second derivative of the ground-state energy with respect to a static field along $x$. At photon energies far above the important excitations, but with wavelengths still long compared with the molecule, the two $\mathbf P\cdot\mathbf A$ denominators tend to $\pm\hbar\omega$. Their leading parts cancel because the components of $\mathbf P$ commute. The $\mathbf A^2$ diagram remains, $T\to Ne^2\,\mathbf u'^*\cdot\mathbf u/(m\omega^2)$, and

$$\frac{d\sigma}{d\Omega}\to N^2r_e^2\,|\mathbf u'^*\cdot\mathbf u|^2,\qquad r_e=\frac{e^2}{4\pi\varepsilon_0mc^2},$$

which is Thomson scattering by $N$ electrons in phase. For the one-electron model at 20 hartree, with both polarizations along $x$, the ratio of the Kramers-Heisenberg cross-section to $r_e^2$ is 1.001. This is a statement about the dipole formula. Beyond the dipole approximation $N$ in the $\mathbf A^2$ diagram is replaced by the form factor $F=\langle i|\sum_je^{i(\mathbf k-\mathbf k')\cdot\mathbf q_j}|i\rangle$. At 20 hartree the wavelength is $43\,a_0$, and the model has $|F|^2=0.92$ for backscattering along $y$. In real molecules the two conditions compete. The oxygen 1s level of water lies near 20.6 hartree, and in backscattering $|F|^2/N^2$, averaged over the three molecular axes, is 0.81 at 40 hartree and 0.33 at 100 hartree (Hartree-Fock density), so the $N^2$ law is then confined to small scattering angles. Above the ionization threshold a continuum state also lies at $E_i+\hbar\omega$. The denominator then needs $+i0$ and the amplitude acquires an imaginary part tied to photoabsorption, $0.36\,r_e$ for a hydrogen atom at 1 hartree and $0.10\,r_e$ at 2 hartree.

The numerical check also diagonalizes an electron on a line coupled to two quantized modes. Near the crossing of the levels $|i;1,0\rangle$ and $|f;0,1\rangle$, a two-level matrix with off-diagonal element $M$ has the splitting $\sqrt{\delta^2+4|M|^2}$, where $\delta$ is the detuning, so half the minimum gap is $|M|$. In units of $1/(2\varepsilon_0\mathcal V)$ the formula gives 0.2854 for a Raman transition. The gaps give 0.2853 in minimal coupling and in multipolar coupling, with or without the $|\mathbf P^\perp|^2$ term.

## Computed values

```
Atomic units; amplitudes T in e^2 a0^2/hartree
well: freq x 0.3, freq y 0.4, cubic 0.02, quartic 0.005
excitation energies 1-4 (hartree): [0.41002 0.48296 0.88183 0.93152]
incident photon energy (hartree): 0.7
Raman photon energy (hartree): 0.28998
incident, scattered polarization: [0.6 0.8] [1. 0.]
Raman multipolar, absorption first: -1.466047
Raman multipolar, emission first: 0.683841
Raman multipolar, sum: -0.782207
Raman minimal, absorption first: -0.715662
Raman minimal, emission first: -0.066544
Raman minimal, A^2 diagram: 0.000000
Raman minimal, sum: -0.782207
elastic multipolar, absorption first: 2.449119
elastic multipolar, emission first: -0.701105
elastic multipolar, sum: 1.748014
elastic minimal, absorption first: 0.747423
elastic minimal, emission first: -0.223899
elastic minimal, A^2 diagram: 1.224490
elastic minimal, sum: 1.748014
largest difference over all polarizations: 1.1e-11
Raman cross-section: 2.9615e-11 a0^2/sr = 8.2930e-32 m^2/sr
elastic cross-section: 2.0804e-09 a0^2/sr = 5.8257e-30 m^2/sr
off shell by (hartree): 0.05
off-shell Raman T multipolar, minimal: -0.854072, -0.664882
off-shell difference from eta W/(w w'): 0.189190
elastic sums cut to lowest states: T multipolar, T minimal, missing strength
   2 states: 2.154664, 1.963739, -0.093553
   3 states: 1.762010, 1.776828, 0.007261
   6 states: 1.749632, 1.754674, 0.002471
  20 states: 1.748014, 1.748014, -0.000000
dipole shifted by 5 e a0, Raman diagrams: -22.641981, 21.859775
dipole shifted by 5 e a0, Raman sum: -0.782207
nonlocal potential, elastic T multipolar, minimal: 2.9319, 2.1041
static alpha_xx, formula and finite field: 5.8685, 5.8684
cross-section / r_e^2 at 20.0 hartree: 1.00090
two electrons, photon energy (hartree): 0.2
two electrons, T multipolar, minimal: -13.57136, -13.57136
two electrons, minimal with N=1 by mistake: -38.57136
two-mode test: G = 0.003, mode-1 photon energy (hartree) 0.6
elastic |M|/G^2 from formula: 2.82140
  half gap/G^2, multipolar without P^2 term: 2.82050
  half gap/G^2, multipolar with P^2 term: 2.82093
  half gap/G^2, minimal coupling: 2.82093
Raman |M|/G^2 from formula: 0.28536
  half gap/G^2, multipolar without P^2 term: 0.28530
  half gap/G^2, multipolar with P^2 term: 0.28531
  half gap/G^2, minimal coupling: 0.28531
```
